# Minimum-energy supply of subthreshold logic and the Lambert W branch

**Result.** A block of $N$ static CMOS gates runs at the highest clock rate its critical path allows. Each gate drives a load $C$ and makes on average $a$ output transitions from 0 to 1 per cycle. The critical path has $L$ gates. Let $\phi=kT/q$ be the thermal voltage, $n$ the subthreshold slope factor, and

$$u=\frac{V}{n\phi},\qquad \Lambda=\frac{L}{a}. \tag{1}$$

In the subthreshold model derived below, the energy per cycle at supply $V$ is

$$E(V)=NCV^2\left[a+L\,e^{-u}\right]. \tag{2}$$

If $\Lambda>2e^3\approx 40.2$, it has one local minimum, at

$$V_{\rm opt}=n\phi\left[2-W_{-1}\!\left(-\frac{2e^2}{\Lambda}\right)\right], \tag{3}$$

$$E_{\min}=aNC(n\phi)^2\,\frac{u^3}{u-2}\quad\text{with } u=\frac{V_{\rm opt}}{n\phi}. \tag{4}$$

The branch $W_0$ gives a local maximum. The minimum is not global over all $V>0$, because (2) vanishes as $V\to0$. It is the best operating point only in comparison with supplies at which logic still works, and within (2) this sets a stronger condition on $\Lambda$. Equation (3) also requires $V_{\rm opt}$ to lie several $n\phi$ below the threshold voltage $V_T$.

## The energy per cycle

**Currents.** The n- and p-transistors are taken as equally strong. In weak inversion the drain current is

$$I=I_s\,e^{(V_{GS}-V_T)/(n\phi)}\left(1-e^{-V_{DS}/\phi}\right), \tag{5}$$

where $I_s$ is the specific current. The last factor is close to 1 once $V_{DS}$ is several $\phi$. With $V_{GS}=V$ and $V_{GS}=0$ this gives

$$I_{\rm on}=I_s e^{(V-V_T)/(n\phi)},\quad I_{\rm off}=I_s e^{-V_T/(n\phi)},\quad \frac{I_{\rm on}}{I_{\rm off}}=e^{u}. \tag{6}$$

The threshold has cancelled from the ratio.

**Delay.** Consider a rising input and a falling output in a long chain of identical inverters. The delay runs from the input midpoint to the output midpoint. Use the scaled time $s=I_{\rm on}t/(C\phi)$, and let $x=(V-V_{\rm in})/\phi$ be the distance of the input from its final rail. If the transistor driving the input node is already fully on, (5) gives

$$\frac{dx}{ds}=-(1-e^{-x})\;\Rightarrow\; x=\ln\!\left(1+e^{-\theta}\right),\quad \theta=s-s_0. \tag{7}$$

For $\theta\ll-1$ this is the straight ramp $x=-\theta$, which would reach the rail at $\theta=0$. The input therefore passes its midpoint at $\theta=-V/(2\phi)$.

The n-transistor of the next stage carries $I_{\rm on}e^{-x/n}$ while its output is still high. By time $\theta=M$ the output has fallen, in units of $\phi$, by

$$D(M)=\int_{-\infty}^{M}\left(1+e^{-\theta}\right)^{-1/n}d\theta. \tag{8}$$

Substitute $y=1/(1+e^{-\theta})$, so that $d\theta=dy/[y(1-y)]$, and let $Y$ be the value of $y$ at $M$:

$$D=\int_0^Y\frac{y^{1/n-1}}{1-y}\,dy=-\ln(1-Y)-\int_0^Y\frac{1-y^{1/n-1}}{1-y}\,dy. \tag{9}$$

For large $M$ the first term is $\ln(1+e^M)\to M$. The second integral tends to the standard form $\psi(1/n)+\gamma$, with $\psi$ the digamma function and $\gamma$ Euler's constant. The output midpoint, $D=V/(2\phi)$, thus occurs at $M=V/(2\phi)+\psi(1/n)+\gamma$. Adding the time $V/(2\phi)$ from the input midpoint to $\theta=0$ and restoring units gives

$$t_d=\frac{C}{I_{\rm on}}\left\{V+\phi\left[\psi(1/n)+\gamma\right]\right\}\approx\frac{CV}{I_{\rm on}}. \tag{10}$$

Half of the leading term is spent waiting for the input to complete its swing, and half on moving the output to its midpoint. The offset is the balance of two effects: conduction before $\theta=0$ shortens the delay, and the slow final approach of the input to its rail lengthens it. They cancel for $n=1$. For $n>1$ the current depends less strongly on the input, so the first effect is larger and the second smaller, and the offset is negative. For $n=1.4$ it is $-0.603\,\phi$. The derivation neglects the opposing transistor and the incomplete turn-on of the driver. A transient simulation of an inverter chain that includes both gives $t_dI_{\rm on}/(CV)=0.9623$ at $V/\phi=16$ and $0.9749$ at $V/\phi=24$, equal to (10) with its offset to the digits shown. The leading term is used from here on.

**Energy.** A transition from 0 to 1 draws the charge $CV$ from a supply at potential $V$, hence the energy $CV^2$. Half of it is dissipated while the load charges and the other half when it later discharges. The block therefore spends $aNCV^2$ per cycle on switching. Each gate is modelled as an inverter. In either logic state it has one non-conducting transistor with nearly the full supply across it, so the leakage power is $NI_{\rm off}V$. It flows for the whole cycle time $Lt_d$:

$$E_{\rm leak}=NI_{\rm off}V\cdot L\frac{CV}{I_{\rm on}}=NLCV^2e^{-u}. \tag{11}$$

The sum of the two parts is (2). Lowering $V$ reduces the switching energy quadratically, but it lengthens the cycle exponentially, and every gate leaks during that time.

If the clock period is $m$ times the path delay, the leakage term is multiplied by $m$, and $\Lambda$ becomes $mL/a$. The result assumes that idle gates are not disconnected from the supply.

## The stationary points and their branches

Write $E=aNC(n\phi)^2\,\varepsilon(u)$ with $\varepsilon=u^2(1+\Lambda e^{-u})$. Differentiation gives

$$\varepsilon'(u)=2u+\Lambda e^{-u}(2u-u^2)=u\left[2-\Lambda(u-2)e^{-u}\right]. \tag{12}$$

For $u>0$ the bracket must vanish:

$$(u-2)\,e^{-u}=\frac{2}{\Lambda}. \tag{13}$$

Set $w=2-u$. Then $u-2=-w$ and $e^{-u}=e^{w-2}$, so that

$$-w\,e^{w}e^{-2}=\frac{2}{\Lambda}\;\Rightarrow\; w\,e^{w}=-\frac{2e^2}{\Lambda}. \tag{14}$$

The Lambert function is defined by $W(z)e^{W(z)}=z$, hence $u=2-W(-2e^2/\Lambda)$. The function $we^w$ has its lowest value $-1/e$ at $w=-1$. Real solutions therefore need $2e^2/\Lambda\le1/e$, that is $\Lambda\ge2e^3$. For a larger $\Lambda$ there are two:

- $W_{-1}<-1$, which gives $u>3$;
- $-1<W_0<0$, which gives $2<u<3$.

At a stationary point the bracket in (12) is zero, so the second derivative comes from differentiating the bracket alone:

$$\varepsilon''=-u\Lambda e^{-u}\left[1-(u-2)\right]=u\Lambda e^{-u}(u-3). \tag{15}$$

It is positive for $u>3$ and negative for $u<3$. The branch $W_{-1}$ is the minimum and $W_0$ the maximum.

At the minimum, (13) gives $\Lambda e^{-u}=2/(u-2)$. This is the ratio of leakage to switching energy:

$$\frac{E_{\rm leak}}{E_{\rm dyn}}=\frac{2}{u-2},\qquad \varepsilon=u^2\left(1+\frac{2}{u-2}\right)=\frac{u^3}{u-2}, \tag{16}$$

which proves (4). Since $u>3$, leakage is less than twice the switching energy at the optimum.

**Sensitivity and limits.** The logarithm of (13) is $\ln(u-2)-u=\ln2-\ln\Lambda$. Differentiating,

$$\left(\frac{1}{u-2}-1\right)du=-d\ln\Lambda\;\Rightarrow\;\frac{du}{d\ln\Lambda}=\frac{u-2}{u-3}. \tag{17}$$

For large $\Lambda$ the same logarithm, written as $u=\ln(\Lambda/2)+\ln(u-2)$, shows that the optimal supply grows only logarithmically with logic depth and inverse activity. At the other end, put $u=3+d$ with small $d$. Then $\ln(1+d)-d\approx-d^2/2$, and

$$u\approx3\pm\sqrt{2\ln\frac{\Lambda}{2e^3}}. \tag{18}$$

The minimum and the maximum merge at $u=3$ with a square-root law, and there (17) diverges. For $\Lambda<2e^3$, which means short paths with high activity, the energy (2) rises with supply throughout, and within this model the lowest working supply is the best one. The limit belongs to (2): near $u=3$ the supply is only about $4\,\phi$, and a chain of complete inverters with $n=1.4$ already shows a shallow local minimum from $\Lambda\approx32$.

## When the local minimum is the best operating point

The model energy tends to zero at small $V$, but a chain of gates restores logic levels only if its voltage gain exceeds 1. For a symmetric inverter, equal n- and p-currents from (5) require

$$\frac{V_{\rm in}}{n\phi}+\ln\!\left(1-e^{-V_{\rm out}/\phi}\right)=\frac{V-V_{\rm in}}{n\phi}+\ln\!\left(1-e^{-(V-V_{\rm out})/\phi}\right). \tag{19}$$

Differentiate and then set $V_{\rm in}=V_{\rm out}=V/2$. The input terms combine to $2\,dV_{\rm in}/(n\phi)$, and the two logarithms to $2\,dV_{\rm out}/[\phi(e^{V/2\phi}-1)]$. Hence

$$\left|\frac{dV_{\rm out}}{dV_{\rm in}}\right|=\frac{e^{V/(2\phi)}-1}{n}>1\;\Rightarrow\; V>V_{\rm reg}=2\phi\ln(1+n). \tag{20}$$

In scaled form $u_{\rm reg}=2\ln(1+n)/n$, which is below 2 because $\ln(1+n)<n$. The lower end of the working range thus lies on the rising part of $E(V)$, before the maximum. The lowest energy in the range is either $E(V_{\rm reg})$ or $E_{\min}$.

For $n=1.4$ the two are equal at $\Lambda=83.1$. Above this value the Lambert point remains the lower one. To see this, note that $\varepsilon(u_{\rm reg})$ grows with $\Lambda$ at the rate $u_{\rm reg}^2e^{-u_{\rm reg}}\approx0.45$. The minimum grows at the rate $u^2e^{-u}$, since its shift does not contribute at a stationary point. Here $u>4$, so this rate is below $16e^{-4}\approx0.29$. Between $\Lambda=40.2$ and $83.1$ a local minimum exists, but the model energy at $V_{\rm reg}$ is lower. The limit 83.1 belongs to the model (2), not to a real inverter, because $V_{\rm reg}$ is only $1.75\,\phi$, where the drain factor in (5) is not close to 1 and the delay (10) is no longer accurate. Near $V_{\rm reg}$ the delay is about $1.3\,CV/I_{\rm on}$ and the leakage energy about 1.4 times that of (11), while the swing, and with it the switching energy, collapses. The leakage effect dominates: for a chain of complete inverters the upper minimum is already the best point above $\Lambda\approx44$. At $V_{\rm reg}$ itself the noise margin vanishes, so a practical lower limit on the supply must be higher.

## A worked example at 300 K

Take $n=1.4$, $V_T=0.40$ V, $I_s=0.5$ µA, $C=2$ fF, $N=10^4$, $L=30$ and $a=0.1$. Then $n\phi=36.19$ mV and $\Lambda=30/0.1=300$, above both limits. The argument of the Lambert function is $-2e^2/300=-0.04926$, with $W_{-1}=-4.519$ and $W_0=-0.052$. Therefore

$$u=2+4.519=6.519,\qquad V_{\rm opt}=6.519\times36.19\text{ mV}=236\text{ mV}. \tag{21}$$

The local maximum is at $2.052\times36.19$ mV $=74$ mV. A direct search on the energy built from currents, delay and leakage power finds the same minimum.

The switching energy is $aNCV_{\rm opt}^2=111.3$ fJ. By (16) the leakage is $2/4.519=0.443$ of this, or 49.3 fJ. The total is $E_{\min}=160.6$ fJ, about 1.00 MeV per cycle. At $V_{\rm reg}=45$ mV the model gives 356 fJ, so the Lambert point is the best in the working range. The energy falls below $E_{\min}$ again only under 22 mV, where the inverter no longer regenerates.

The currents are $I_{\rm off}=7.93$ pA and $I_{\rm on}=5.37$ nA. The cycle time $LCV_{\rm opt}/I_{\rm on}$ is 2.63 µs, a clock of 0.38 MHz. Changing $V_T$ changes this speed exponentially, but within (2) it changes neither $V_{\rm opt}$ nor $E_{\min}$.

## What the simple model leaves out

**Waveforms and drain bias.** The simulated chain, with its actual delay and supply charge, has its minimum near 232 mV and 157 fJ, lower than the formula by about 1.5 % and 2 %. At the Lambert supply its delay is 0.937 of $CV/I_{\rm on}$, and this shorter delay reduces the leakage per cycle. The supply charge per output cycle, after subtraction of static leakage, differs from $CV$ by less than 0.1 %, so short-circuit current is negligible here.

Drain-induced barrier lowering of 0.08 V/V leaves $I_{\rm on}/I_{\rm off}$ at equal drain bias unchanged. However, the switching transistor loses current as its drain voltage falls. The delay factor rises to 1.22, and the minimum moves to 242 mV and 171 fJ.

**Moderate inversion.** The interpolation $I=I_s\ln^2[1+e^{(V_{GS}-V_T)/(2n\phi)}]$ reduces to (6) far below threshold. With the delay kept at $CV/I_{\rm on}$ it gives 237 mV and 165.5 fJ. With $V_T=0.30$ V it gives 240 mV and 180 fJ, 12 % above (4), so the independence of threshold is approximate once the supply approaches $V_T$.

**Leakage floor.** Let each gate also draw a current $I_f$, from tunnelling and junctions, taken as independent of $V$. Then $I_{\rm off}$ in (11) becomes $I_{\rm off}+I_f$, and the Lambert form survives with

$$\Lambda\to\Lambda\left(1+\frac{I_f}{I_{\rm off}}\right). \tag{22}$$

For $I_f=0.1$ pA the factor is 1.013, and $V_{\rm opt}$ rises by 0.6 mV.

**Threshold spread.** Let the thresholds vary independently with a Gaussian standard deviation $\sigma$. Leakage varies as $e^{-\delta V_T/(n\phi)}$ and delay as $e^{+\delta V_T/(n\phi)}$. The Gaussian mean of each is $e^{\sigma^2/[2(n\phi)^2]}$. For $N\gg L$ the total leakage and the path delay are nearly independent, so their product gives

$$\Lambda\to\Lambda\,e^{\sigma^2/(n\phi)^2}. \tag{23}$$

With $\sigma=20$ mV the factor is 1.36, and $V_{\rm opt}$ becomes 250 mV. This uses the mean path delay; a clock set by the slowest of many paths has a longer period and needs a still higher supply. If all gates formed $N/L\approx330$ independent paths of length $L$, the slowest would typically have 1.6 times the nominal delay against a mean of 1.16, and the shift of $V_{\rm opt}$ would roughly double.

**Relation to real circuits.** The parameters lie in the rough regime of low-power bulk silicon CMOS with gate lengths of several tens of nanometres. They are round values, not a fit to a process. Of the effects sized here, each taken alone, threshold spread moves the optimum most, by 14 mV or 6 % for the mean path delay. Real blocks also mix gate types, and may contain memory that leaks while rarely switching. The latter lowers the average activity and raises $\Lambda$. By (17), each 10 % increase of $\Lambda$ in this example raises $V_{\rm opt}$ by about $1.28\times0.095\times36$ mV $\approx4$ mV.

## Cooling to 77 K

Equations (3) and (4) suggest $V_{\rm opt}\propto T$ and $E_{\min}\propto T^2$. This holds only if $n$, $C$ and the effective $\Lambda$ of (22) stay fixed. The two cases below keep $I_s$ and $I_f=0.1$ pA at their 300 K values, and $n\phi$ falls to 9.29 mV. A constant $I_f$ supposes a floor set by tunnelling, since thermally generated junction current falls strongly on cooling.

**Threshold retuned.** If $V_T$ is lowered to 103 mV, $I_{\rm off}$ keeps its 300 K value. The optimum falls to 61 mV and the energy to 10.6 fJ, as the scaling predicts. The design is fragile, however. The same 20 mV spread now gives a factor of 103 in (23). Even without the small floor, the formula then returns 111 mV, which is 8 mV above threshold. A gate with the nominal threshold is then outside weak inversion, the regime that (3) requires, although averaging the interpolated current law over the spread also gives 111 mV. The mean is a poor guide here: it multiplies the path delay by 10, while the slowest of some 330 paths is typically more than 100 times slower than nominal.

**Threshold unchanged.** With $V_T=0.40$ V, $I_{\rm off}$ drops to $10^{-25}$ A and the floor exceeds it by a factor of $10^{12}$. Equation (22) gives $u=36.2$, so the optimum rises to 336 mV and the energy to 239 fJ, higher than at 300 K. These values depend on the assumed floor: the optimum moves by about 22 mV per decade of $I_f$, the energy exceeds its 300 K value only for $I_f$ above about 0.15 fA, and a tunnelling floor that grows with $V$ raises both further. Condition (13) now reads

$$I_{\rm on}=\frac{L}{2a}(u-2)\,I_f=150\times34.2\times0.1\text{ pA}\approx0.51\text{ nA}. \tag{24}$$

The supply must rise until the gates are fast enough to outrun the floor. The cycle still takes 39 µs. The interpolated current law gives the same 336 mV, so without threshold spread this optimum remains in weak inversion. In silicon the threshold also rises on cooling, which lowers $I_{\rm off}$ further and pushes $V_{\rm opt}$ up.

At still lower temperatures, band tails keep the subthreshold swing from following $T$. The slope voltage $n\phi$ in $u$ must then be replaced by its actual value, and the predicted fall of $V_{\rm opt}$ stops where that value saturates. The numerical output below lists the values for all cases.

## Numbers as computed

```
inputs: T = 300 K, n = 1.4, VT = 0.40 V, I_s = 0.5 uA
inputs: C = 2 fF, N = 10000, L = 30, a = 0.1
phi = 25.852 mV, n phi = 36.193 mV
Lam = L/a = 300.0; existence limit 2e^3 = 40.171
Lambert argument = -0.049260
W_-1 = -4.51891, W_0 = -0.05188
u at minimum = 6.51891, at maximum = 2.05188
V_opt = 235.94 mV (direct search 235.94 mV)
V of local maximum = 74.26 mV
E at local maximum = 436.22 fJ
E_min = 160.61 fJ = 1.0024 MeV per cycle
dynamic 111.33 fJ, leakage 49.27 fJ
leakage/dynamic = 0.4426
du/dln(Lam): formula 1.2842, direct search 1.2842
I_off = 7.928 pA, I_on = 5.374 nA
cycle time = 2.634 us, clock = 0.3796 MHz
lowest regenerating supply = 45.27 mV
E at that supply = 356.08 fJ
E falls below E_min again under V = 22.15 mV
Lam needed for lowest E in working range = 83.11
delay offset psi(1/n)+gamma = -0.6030
V/phi = 16: delay/(CV/I_on) chain 0.9623, formula 0.9623
V/phi = 24: delay/(CV/I_on) chain 0.9749, formula 0.9749
chain, DIBL 0.00 V/V: V_opt = 232.37 mV, E_min = 157.41 fJ
  at Lambert V_opt: delay factor 0.9373, short-circuit charge 0.02 % of CV
chain, DIBL 0.08 V/V: V_opt = 241.77 mV, E_min = 170.72 fJ
  at Lambert V_opt: delay factor 1.2151, short-circuit charge -0.13 % of CV
moderate inversion: V_opt = 237.09 mV, E = 165.53 fJ
same with VT = 0.30 V: V_opt = 240.38 mV
floor 0.1 pA: I_f/I_off = 0.0126, V_opt = 236.52 mV
spread 20 mV: factor 1.3571, sampled 1.3674
  V_opt with spread = 249.97 mV
77 K: n phi = 9.289 mV
77 K, VT kept: I_off = 9.97e-26 A, I_f/I_off = 1.00e+12
  u = 36.177, V_opt = 336.06 mV, E_min = 239.09 fJ
  cycle time = 39.33 us
  moderate inversion: V_opt = 336.21 mV, E = 239.52 fJ
77 K, VT retuned to 102.67 mV: V_opt = 60.71 mV
  E_min = 10.621 fJ
  moderate inversion: V_opt = 61.01 mV
  spread factor = 103.1, formula V_opt = 110.94 mV
  that V_opt minus VT = 8.28 mV
```
